# The transverse Born charge of a diatomic molecule from rotational invariance: a program that tests the result

```python
"""
Result under test: for a neutral diatomic with bond vector R = R*n and
dipole p(R)*n, the Born charge tensor of the atom at the head of R is
    Z_ij = (p/R) (delta_ij - n_i n_j) + (dp/dR) n_i n_j   (units of e),
so the charge for motion perpendicular to the bond is p/R.
Z_ij = d p_i / d u_j, with u the displacement of one nucleus.
The derivatives are taken numerically from Hartree-Fock dipoles.
Internal units are atomic units; the dipole points from - to +.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
DEBYE = 1e-21 / const.c                       # C m
DEBYE_IN_E_ANG = DEBYE / (const.e * const.angstrom)
AU_IN_DEBYE = BOHR / DEBYE_IN_E_ANG
STEP = 0.01                                   # displacement, bohr


def solve(symbols, coords, charge=0):
    """Hartree-Fock energy and dipole about the laboratory origin."""
    mol = gto.M(atom=[(s, tuple(x)) for s, x in zip(symbols, coords)],
                unit="Bohr", basis="aug-cc-pvdz", charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-7
    energy = mf.kernel()
    assert mf.converged
    density = mf.make_rdm1()
    electrons = np.einsum("xij,ji->x", mol.intor("int1e_r"), density)
    return energy, mol.atom_charges() @ mol.atom_coords() - electrons


def dipole_derivative(symbols, coords, atom, direction, charge=0):
    """Central difference of the dipole vector for one moved nucleus."""
    shift = np.zeros((2, 3))
    shift[atom] = STEP * np.asarray(direction, float)
    plus = solve(symbols, coords + shift, charge)[1]
    minus = solve(symbols, coords - shift, charge)[1]
    return (plus - minus) / (2 * STEP)


# Worked example from the given dipole and bond length
dipole_given, length_given = 1.826, 0.917     # debye, angstrom
dipole_e_ang = dipole_given * DEBYE_IN_E_ANG
z_example = dipole_e_ang / length_given
assert round(z_example, 2) == 0.41

# Aligned molecule: F at the origin, H on the z axis
names = ["F", "H"]
bond = length_given / BOHR
aligned = np.array([[0, 0, 0], [0, 0, bond]], float)
p_vec = solve(names, aligned)[1]
p_model = p_vec[2]
assert np.abs(p_vec[:2]).max() < 1e-5         # dipole lies on the bond
assert p_model > 0                            # H is the positive end
slope = dipole_derivative(names, aligned, 1, [0, 0, 1])[2]
z_formula = p_model / bond

# Tilted molecule: complete tensors of both atoms
n = np.array([1, 2, 2]) / 3
t1 = np.array([2, 1, -2]) / 3
t2 = np.array([2, -2, 1]) / 3
tilted = np.array([np.zeros(3), bond * n])
axes = np.eye(3)
z_h = np.array([dipole_derivative(names, tilted, 1, a) for a in axes]).T
z_f = np.array([dipole_derivative(names, tilted, 0, a) for a in axes]).T
nn = np.outer(n, n)
tensor_formula = z_formula * (np.eye(3) - nn) + slope * nn
tensor_error = np.abs(z_h - tensor_formula).max()
sum_error = np.abs(z_h + z_f).max()
assert tensor_error < 1e-4
assert sum_error < 1e-4
z_t1, z_t2, z_axial = t1 @ z_h @ t1, t2 @ z_h @ t2, n @ z_h @ n
z_f_t1 = t1 @ z_f @ t1
assert abs(z_t1 - z_formula) < 1e-4 and abs(z_t2 - z_formula) < 1e-4
assert abs(z_axial - z_formula) > 0.01        # axial charge is different

# Finite sideways displacement of H
side = 0.1 / BOHR
moved = aligned + np.array([[0, 0, 0], [side, 0, 0]])
z_finite = solve(names, moved)[1][0] / side
nonlinearity = z_finite / z_formula - 1
assert abs(nonlinearity) < 0.01

# Ion: dipole measured from the fixed O nucleus at the origin
ion = ["O", "H"]
ion_length = 0.97
ion_bond = ion_length / BOHR
ion_xyz = np.array([[0, 0, 0], [0, 0, ion_bond]], float)
ion_formula = solve(ion, ion_xyz, -1)[1][2] / ion_bond
ion_h = dipole_derivative(ion, ion_xyz, 1, [1, 0, 0], -1)[0]
ion_o = dipole_derivative(ion, ion_xyz, 0, [1, 0, 0], -1)[0]
assert abs(ion_h - ion_formula) < 1e-4
assert abs(ion_h + ion_o + 1) < 1e-4

# Zero-point vibration of hydrogen fluoride on the computed curve
low, high = 0.60 / BOHR, 1.30 / BOHR
nodes = np.cos(np.pi * (np.arange(12) + 0.5) / 12)
lengths = 0.5 * (low + high) + 0.5 * (high - low) * nodes
curve = [solve(names, np.array([[0, 0, 0], [0, 0, r]])) for r in lengths]
fit = np.polynomial.Chebyshev.fit
energy_fit = fit(lengths, [c[0] for c in curve], 10, domain=[low, high])
dipole_fit = fit(lengths, [c[1][2] for c in curve], 10, domain=[low, high])
assert abs(dipole_fit(bond) - p_model) < 1e-4
r_min = brentq(energy_fit.deriv(), 0.8 / BOHR, 1.0 / BOHR)
p_min = dipole_fit(r_min)

masses = gto.M(atom="F 0 0 0; H 0 0 1", verbose=0).atom_mass_list(
    isotope_avg=True)
reduced = masses[0] * masses[1] / (masses[0] + masses[1])
reduced *= const.atomic_mass / const.m_e


def ground_state(left, right, points=1200):
    """Grid and probabilities of the lowest non-rotating state."""
    grid = np.linspace(left, right, points + 2)[1:-1]
    kinetic = 1 / (2 * reduced * (grid[1] - grid[0]) ** 2)
    diagonal = 2 * kinetic + energy_fit(grid) - energy_fit(r_min)
    off = -kinetic * np.ones(points - 1)
    vector = eigh_tridiagonal(diagonal, off, select="i",
                              select_range=(0, 0))[1][:, 0]
    return grid, vector ** 2 / np.sum(vector ** 2)


grid, weight = ground_state(low, high)
r_mean = weight @ grid
p_mean = weight @ dipole_fit(grid)
z_mean = weight @ (dipole_fit(grid) / grid)
grid_b, weight_b = ground_state(0.63 / BOHR, 1.25 / BOHR)
assert abs(weight_b @ grid_b - r_mean) * BOHR < 1e-4
x_mean = r_mean - r_min
x2_mean = weight @ (grid - r_min) ** 2
linear_part = dipole_fit.deriv()(r_min) * x_mean
curved_part = 0.5 * dipole_fit.deriv(2)(r_min) * x2_mean
assert x_mean > 0 and p_mean > p_min
assert abs(linear_part + curved_part - (p_mean - p_min)) \
    < 0.05 * (p_mean - p_min)
vibration_ratio = p_mean / p_min
z_corrected = z_example / vibration_ratio

print("EXAMPLE FROM THE GIVEN VALUES")
print(f"given dipole: {dipole_given:.3f} debye")
print(f"given bond length: {length_given:.3f} angstrom")
print(f"one debye: {DEBYE_IN_E_ANG:.6f} e angstrom")
print(f"dipole converted: {dipole_e_ang:.4f} e angstrom")
print(f"transverse Born charge of H: {z_example:.4f} e")
print(f"transverse Born charge of F: {-z_example:.4f} e")
print("HARTREE-FOCK TEST, aug-cc-pVDZ, at the given bond length")
print(f"dipole, F to H positive: {p_model * AU_IN_DEBYE:.3f} debye")
print(f"dipole over bond length: {z_formula:.5f} e")
print(f"H charge, first transverse direction: {z_t1:.5f} e")
print(f"H charge, second transverse direction: {z_t2:.5f} e")
print(f"F charge, first transverse direction: {z_f_t1:.5f} e")
print(f"H charge along the bond: {z_axial:.5f} e")
print(f"dipole slope from aligned stretch: {slope:.5f} e")
print(f"largest tensor error: {tensor_error:.1e} e")
print(f"largest element of Z_H + Z_F: {sum_error:.1e} e")
print(f"sideways displacement tried: {side * BOHR:.2f} angstrom")
print(f"change of p_x/u at that size: {100 * nonlinearity:.3f} percent")
print("HYDROXIDE ION, same level, dipole measured from O")
print(f"bond length chosen: {ion_length:.2f} angstrom")
print(f"dipole over bond length: {ion_formula:.5f} e")
print(f"transverse charge of H: {ion_h:.5f} e")
print(f"transverse charge of O: {ion_o:.5f} e")
print(f"sum of the two: {ion_h + ion_o:.5f} e")
print("ZERO-POINT MOTION OF HYDROGEN FLUORIDE, same level")
print(f"bond length at energy minimum: {r_min * BOHR:.4f} angstrom")
print(f"mean bond length: {r_mean * BOHR:.4f} angstrom")
print(f"dipole at energy minimum: {p_min * AU_IN_DEBYE:.4f} debye")
print(f"mean dipole: {p_mean * AU_IN_DEBYE:.4f} debye")
print(f"rise from mean stretch: {linear_part * AU_IN_DEBYE:.4f} debye")
print(f"rise from curvature: {curved_part * AU_IN_DEBYE:.4f} debye")
print(f"mean dipole / dipole at minimum: {vibration_ratio:.4f}")
print(f"p/R at energy minimum: {p_min / r_min:.4f} e")
print(f"mean of p/R: {z_mean:.4f} e")
print(f"example charge corrected to minimum: {z_corrected:.4f} e")
print("tests ok")
```

Output:

```
EXAMPLE FROM THE GIVEN VALUES
given dipole: 1.826 debye
given bond length: 0.917 angstrom
one debye: 0.208194 e angstrom
dipole converted: 0.3802 e angstrom
transverse Born charge of H: 0.4146 e
transverse Born charge of F: -0.4146 e
HARTREE-FOCK TEST, aug-cc-pVDZ, at the given bond length
dipole, F to H positive: 1.931 debye
dipole over bond length: 0.43844 e
H charge, first transverse direction: 0.43844 e
H charge, second transverse direction: 0.43844 e
F charge, first transverse direction: -0.43844 e
H charge along the bond: 0.40477 e
dipole slope from aligned stretch: 0.40476 e
largest tensor error: 2.3e-06 e
largest element of Z_H + Z_F: 8.0e-13 e
sideways displacement tried: 0.10 angstrom
change of p_x/u at that size: -0.044 percent
HYDROXIDE ION, same level, dipole measured from O
bond length chosen: 0.97 angstrom
dipole over bond length: 0.21718 e
transverse charge of H: 0.21717 e
transverse charge of O: -1.21717 e
sum of the two: -1.00000 e
ZERO-POINT MOTION OF HYDROGEN FLUORIDE, same level
bond length at energy minimum: 0.9002 angstrom
mean bond length: 0.9150 angstrom
dipole at energy minimum: 1.8986 debye
mean dipole: 1.9294 debye
rise from mean stretch: 0.0285 debye
rise from curvature: 0.0023 debye
mean dipole / dipole at minimum: 1.0162
p/R at energy minimum: 0.4391 e
mean of p/R: 0.4392 e
example charge corrected to minimum: 0.4079 e
tests ok
```
